# Why a converged CASSCF(2,2) for water is not unique

**The argument under review.** The manuscript computes water with CASSCF(2,2) and reasons as follows. The configuration interaction is complete within the active space. The energy does not change when orbitals are rotated within the core, the active or the virtual set. The orbital gradient has fallen below its threshold. Hence "two electrons in two orbitals", together with basis and geometry, specifies the energy, and no further description of the solution is needed.

The first three statements are sound. My concern is with the word "hence". The active-space size fixes how many orbitals are active, not which ones, and a small gradient identifies a stationary point without saying of what kind. The question can be put to water itself: is there more than one stationary point, which electron pairs do the points correlate, and which of them are minima?

**The wavefunction in its simplest form**

Take real orbitals, fixed nuclei and a singlet state. Water has ten electrons: eight fill four core orbitals $c$ (here "core" means inactive, not only O 1s), and two are active. The spatial function of the active pair is $\sum_{ij}C_{ij}\phi_i(1)\phi_j(2)$. For a singlet, $C$ is a symmetric $2\times2$ matrix, so a rotation of the two active orbitals makes it diagonal. Normalization makes the squares of the diagonal elements sum to one. Therefore, without loss of generality,

$$\Psi=\cos\theta\,|\text{core}\,a^2\rangle+\sin\theta\,|\text{core}\,b^2\rangle .$$

The orbitals $a$ and $b$ are natural orbitals with occupations $2\cos^2\theta$ and $n_b=2\sin^2\theta$. I call $a$ the more occupied one.

Let $h$ be the one-electron Hamiltonian, $J_p$ and $K_p$ the Coulomb and exchange operators of orbital $p$, and $(pq|rs)$ the repulsion between the charge distributions $pq$ and $rs$. The core acts on the active pair through $F=h+\sum_c(2J_c-K_c)$. Its own energy, nuclear repulsion included, is $E_c=E_{\rm nuc}+\sum_c(h_{cc}+F_{cc})$. The two configurations have pair energies

$$E_A=2F_{aa}+(aa|aa),\qquad E_B=2F_{bb}+(bb|bb).$$

They differ in both active electrons, so one-electron operators do not couple them. The repulsion does, with the element $K=(ab|ab)$. The cross term appears twice in the expectation value:

$$E=E_c+\cos^2\theta\,E_A+\sin^2\theta\,E_B+2\sin\theta\cos\theta\,K. \tag{1}$$

$K$ is the electrostatic self-energy of the distribution $ab$ and is positive. With $\Delta=E_B-E_A$,

$$\frac{\partial E}{\partial\theta}=\Delta\sin2\theta+2K\cos2\theta. \tag{2}$$

At $\theta=0$ this equals $2K\neq0$, so the Hartree–Fock determinant is not a stationary point of CASSCF(2,2).

To find the lower root, use $\cos^2\theta=\tfrac12(1+\cos2\theta)$ and $\sin^2\theta=\tfrac12(1-\cos2\theta)$. Equation (1) becomes

$$E=E_c+\tfrac12(E_A+E_B)-\tfrac12\Delta\cos2\theta+K\sin2\theta .$$

Its minimum over $\theta$ lies at $\cos2\theta=\Delta/R$, $\sin2\theta=-2K/R$, with $R=\sqrt{\Delta^2+4K^2}$. The last two terms then sum to $-R/2$. Since $\tfrac12(E_A+E_B)=E_A+\tfrac12\Delta$,

$$E=E_c+E_A+W,\qquad W=-\tfrac12\left(R-\Delta\right)\approx-\frac{K^2}{\Delta}\quad(0<K\ll\Delta). \tag{3}$$

**Where the argument loses uniqueness**

$E_c+E_A$ is the energy of the single determinant $|\text{core}\,a^2\rangle$. That determinant does not change when $a$ is rotated with a core orbital, because all five orbitals are doubly occupied. $W$ does change: the rotation decides which pair is correlated.

Hold the five-dimensional occupied space and $b$ fixed for a moment. Then $W$ is a continuous function of the direction of $a$ on a closed sphere, so it has both a lowest and a highest value. Unless it is constant, core–$a$ rotations alone have at least two stationary energies, and the upper one is not a minimum. This restricted argument does not prove that full CASSCF solutions exist for each pair, since $b$ and the occupied space must also adjust. It shows why several should be expected: invariance within the active set leaves untouched the choice between active and inactive pairs.

**The gradient that the optimizer sets to zero**

Write the first-order change of the energy as $\delta E=\sum_q\langle\delta\phi_q|D_q\rangle$. Three terms contribute.

- Varying a core orbital in $E_c$ gives $4F\phi_c$. The core also enters $2F_{aa}$ through $2\langle c|2J_a-K_a|c\rangle$, whose variation gives $4(2J_a-K_a)\phi_c$, and likewise for $b$.
- Varying $a$ in $2F_{aa}$ gives $4F\phi_a$, and in $(aa|aa)$, where $a$ occurs four times, $4J_a\phi_a$.
- Since $(ab|ab)=\langle a|K_b|a\rangle$, varying $a$ there gives $2K_b\phi_a$, which (1) multiplies by $2\sin\theta\cos\theta$.

With the weights of (1),

$$\begin{aligned}
D_c&=4\left[F+\cos^2\theta\,(2J_a-K_a)+\sin^2\theta\,(2J_b-K_b)\right]\phi_c,\\
D_a&=4\cos^2\theta\,(F+J_a)\phi_a+4\sin\theta\cos\theta\,K_b\phi_a,\\
D_b&=4\sin^2\theta\,(F+J_b)\phi_b+4\sin\theta\cos\theta\,K_a\phi_b,
\end{aligned}$$

and $D_v=0$ for a virtual orbital. Orthonormality restricts the changes to $\delta\phi_q=\sum_p\phi_pX_{pq}$ with $X_{qp}=-X_{pq}$. One independent $X_{pq}$ therefore moves two orbitals, with opposite signs:

$$\frac{\partial E}{\partial X_{pq}}=\langle\phi_p|D_q\rangle-\langle\phi_q|D_p\rangle. \tag{4}$$

Convergence means that (2) and (4) vanish. Nothing in them refers to curvature.

**What the Hessian adds**

Collect the variables $X_{pq}$ and $\theta$ in a vector $x$ measured from a stationary point. Then $E=E_0+\tfrac12x^{T}Hx+\dots$, and a negative eigenvalue of $H$ is a direction in which the energy falls.

Eigenvalue sizes depend on the coordinates, but the number of negative ones does not. Let $x=Ty+O(y^2)$ with $T$ invertible. The quadratic part of this relation multiplies the gradient, which is zero, so the new Hessian is $T^{T}HT$. If it is negative on an $m$-dimensional space of vectors $y$, then $H$ is negative on the vectors $Ty$, which also span $m$ dimensions. The converse follows with $T^{-1}$. The largest such $m$ is the number of negative eigenvalues.

This matters because the usual CASSCF variables are CI coefficients without an $a$–$b$ rotation, while I use $\theta$ with that rotation. Rotating $C=\mathrm{diag}(\cos\theta,\sin\theta)$ by a small angle $\chi$ produces an off-diagonal element of size $|\chi(\cos\theta-\sin\theta)|$. The two sets of variables are thus related by an invertible $T$ as long as $\cos\theta\ne\sin\theta$. That holds for the lower root, where $K>0$ makes the two coefficients opposite in sign.

**Why symmetry produces saddles**

Suppose that every orbital is even or odd under a mirror plane of the molecule, with sign $s_p=\pm1$. The reflection turns $\phi_q+X_{pq}\phi_p$ into $s_q(\phi_q+s_ps_qX_{pq}\phi_p)$. The overall sign $s_q$ is irrelevant, because an occupied orbital is doubly occupied in each determinant. The energy is unchanged by reflection, so

$$E(x_{\rm even},x_{\rm odd})=E(x_{\rm even},-x_{\rm odd}),$$

where $x_{\rm odd}$ collects the rotations with $s_ps_q=-1$. The first derivative with respect to $x_{\rm odd}$ therefore vanishes at $x_{\rm odd}=0$. A solution optimized with symmetry-preserving rotations is stationary under all rotations. The second derivative is under no such constraint and may be negative.

A further consequence is that a gradient-driven search started from symmetric orbitals stays symmetric, apart from rounding errors. It can settle on a saddle even when no symmetry has been requested.

**The calculation for water**

I took $r(\mathrm{OH})=0.96$ Å, an angle of $104.5^\circ$ and the 6-31G basis, which has 13 functions. With four core and seven virtual orbitals, the variables number $4+4+28$ for core–$a$, core–$b$ and core–virtual rotations, $1+7+7$ for $a$–$b$, $a$–virtual and $b$–virtual rotations, and one for $\theta$: 52 in all.

Each Hartree–Fock occupied orbital was paired with the virtual orbital of the same symmetry that gave the lowest energy (1). Newton and downhill searches followed, with symmetry-preserving rotations. Two further starts used mixed orbitals resembling one OH bond and a hybrid lone pair, without symmetry restriction. Finally, each saddle was left along its lowest mode and followed downhill with all variables free. The Hessian was obtained by differentiating the gradient numerically with a complex step, which avoids subtracting nearly equal numbers.

I kept points on the lowest singlet root that lie below the corresponding triplet and below the Hartree–Fock energy, $-75.983940\,E_{\rm h}$. Six energies remained. Six is a lower bound: pairs in which $a$ and $b$ differ in symmetry were not among the symmetry-preserving starts, and they give further stationary points. The usual start from the highest occupied ($b_1$) and lowest virtual ($a_1$) Hartree–Fock orbitals is such a pair; it converges to a saddle with three negative modes, only 1.00 m$E_{\rm h}$ below Hartree–Fock. Below, $\delta E$ is measured from Hartree–Fock, and $\lambda_1$ is the lowest Hessian eigenvalue in the variables defined above. The out-of-plane orbital is $b_1$; $b_2$ changes sign when the hydrogens are exchanged by reflection.

| Point | Orbital $a$ | $\delta E$ (m$E_{\rm h}$) | Negative modes | $\lambda_1$ ($E_{\rm h}$) |
|---|---|---:|---:|---:|
| 1 | one OH bond | −22.25 | 0 | 0.030 |
| 2 | $b_2$, both bonds | −14.96 | 1 | −0.029 |
| 3 | $a_1$, valence | −14.04 | 1 | −0.024 |
| 4 | $b_1$, lone pair | −10.52 | 2 | −0.0079 |
| 5 | $a_1$, valence | −3.06 | 3 | −0.014 |
| 6 | $a_1$, mainly O 1s | −0.11 | 4 | −0.00093 |

The descriptions rest on the composition of $a$. At point 1 its Löwdin weights on the two hydrogens, taken in symmetrically orthogonalized atomic orbitals, are 0.33 and 0.01. At point 2 they are 0.18 and 0.18. The two valence $a_1$ solutions differ in hydrogen weight, 0.15 on each atom at point 3 and 0.08 at point 5. At point 6 the Hartree–Fock 1s orbital makes up 97% of $a$.

All six are CASSCF(2,2) stationary points for one molecule, one geometry and one basis. From highest to lowest they span $22.25-0.11=22.14$ m$E_{\rm h}$, or 0.60 eV. That is nearly the whole energy gained over Hartree–Fock at the best of them.

**One minimum energy, two minima**

Only point 1 is free of negative modes. It is not a single wavefunction, however. Reflection exchanges the two hydrogens and carries the correlated bond to the other side, at the same energy. The overlap of $\Psi$ with its mirror image is 0.989 in magnitude; were they the same state, it would be 1.

The overlap is high because most of the wavefunction is a closed-shell determinant that the two nearly share. Here $n_b=0.0218$, so $\sin^2\theta=0.0109$ and $\cos^2\theta=0.9891$. This last number would be the overlap if the leading determinants coincided and the correlating ones were orthogonal to them and to each other. A high overlap thus does not show that two solutions correlate the same pair.

Even if saddles are discarded, the wavefunction is therefore not unique, although these two minima share one energy. I found no second minimum of different energy, but the search was not exhaustive, and it does not prove point 1 to be the global minimum.

The broken symmetry is a property of the model. A nondegenerate eigenstate of the molecular Hamiltonian has a density that respects both mirror planes. With one correlated pair available, CASSCF(2,2) gains more by treating one bond well than by spreading $a$ over both: $22.25-14.96=7.29$ m$E_{\rm h}$, or 0.20 eV, separates points 1 and 2.

**What a converged saddle looks like**

At point 2 the lowest mode has $\lambda_1=-0.029\,E_{\rm h}$. To second order, a displacement of 0.1 along the normalized mode changes the energy by $\tfrac12(-0.029)(0.1)^2=-1.5\times10^{-4}\,E_{\rm h}$, or $-0.15$ m$E_{\rm h}$. The descent ends at point 1. Since a symmetric displacement would have stayed symmetric, the mode must be one that makes the bonds unequal, rounding errors aside.

An optimizer that judges convergence by the gradient alone, given the orbitals of point 2, has no reason to make that displacement. I passed all six sets of orbitals to the CASSCF optimizer of PySCF, with no symmetry imposed. It reported convergence in every case, including the five saddles, and the energies stayed the same to within 0.001 m$E_{\rm h}$. The convergence message in the manuscript is therefore compatible with any row of the table.

Nor does one downhill run guarantee a minimum. The descents from points 4 and 6 both ended at point 3, itself a saddle. The probable reason is the symmetry argument above: a path that keeps the two hydrogens equivalent cannot reach point 1. The Hessian has to be examined again at the end of each descent.

**Weakly correlated pairs need care**

At point 6 the occupation $n_b$ is only $5\times10^{-6}$, and the smallest Hessian eigenvalue in magnitude is $7\times10^{-6}\,E_{\rm h}$. Small curvatures are natural here. At $\theta=0$ the wavefunction is one determinant, which core–$a$ rotations leave unchanged and which does not contain $b$ at all. Core–$a$ and $b$–virtual rotations then have zero curvature, and for small $\theta$ they acquire only a small one. A Hessian with errors of $10^{-5}\,E_{\rm h}$ could not classify all the modes of such a point.

Point 6 has four negative modes, as many as there are core–$a$ rotations. The match of numbers does not make O 1s a maximum of (3) over the direction of $a$: with the occupied space and $b$ held fixed, $W$ still rises for some small changes of $a$, and a negative mode can mix core–$a$ rotations with others. A count of negative modes does not say which rotations they are.

**Requested changes**

The claim should be restated: active-space size, basis and geometry define a CASSCF energy function, and a converged calculation supplies one of its stationary points. To identify that point, the manuscript should describe the active orbitals and give their occupations, and report the lowest Hessian eigenvalues with symmetry-breaking rotations included. It should also compare several starting orbitals.

For a potential curve, the same solution must be followed from one geometry to the next. At the present geometry, an unnoticed change from point 1 to point 2 would introduce a step of 7.3 m$E_{\rm h}$ that has nothing to do with the motion of the nuclei. Taking the lowest solution at each geometry removes such a step, provided it is actually found, because the minimum of a continuous energy function varies continuously with the geometry. It can still leave a kink: where two solutions cross, the lowest one changes character and the slope of the curve jumps.

If both bonds are to be treated alike, the authors can keep the symmetric point 2 and state that it is a saddle, or enlarge the active space to include both bond pairs. The second choice removes the competition between the bonds for one correlated pair, but its solution needs the same examination. None of the energies above is a reference value for water: they omit all correlation beyond one pair in two orbitals, and they carry the error of a small basis. In cc-pVDZ and cc-pVTZ, point 1 lies at −20.95 and −21.03 m$E_{\rm h}$ and point 2 at −13.88 and −14.03 m$E_{\rm h}$, so their gap falls from 7.29 to 7.07 and 7.00 m$E_{\rm h}$. The counts of negative modes also belong to the basis: point 2 has two in both larger bases, and point 4 has three in cc-pVDZ. Point 1 remains a minimum with broken symmetry, and point 2 remains a saddle.
